\section*{Apparent and Activation Barriers of a Gaussian Schottky Contact}

\section{Definitions and conventions}

A metal contact to an $n$-type semiconductor is divided into patches. Within a patch the barrier is uniform; $\varphi$ is the energy of the barrier top above the Fermi level of the metal. Barriers, $kT$ and the standard deviation $\sigma$ are energies in eV. The charge $q$ is positive, and forward bias $V$ raises the electron Fermi level of the semiconductor by $qV$. The fraction of contact area with barrier between $\varphi$ and $\varphi+d\varphi$ is $P(\varphi)\,d\varphi$, where
\begin{equation}
P(\varphi)=\frac{1}{\sqrt{2\pi}\,\sigma}
\exp\!\left[-\frac{(\varphi-\bar\varphi)^2}{2\sigma^2}\right].
\label{eq:P}
\end{equation}
Initially $\bar\varphi$ and $\sigma$ depend on neither temperature nor bias. All patches share one effective mass $m$. We write
\begin{equation}
\beta=\frac{1}{kT},\qquad s=\frac{\sigma}{kT}.
\label{eq:s}
\end{equation}

Two quantities can be called the measured barrier. The apparent barrier $\varphi_{\rm ap}$ is found from the saturation current density $J_s$ at one temperature, with the Richardson constant $A^*$ known:
\begin{equation}
J_s=A^*T^2e^{-\varphi_{\rm ap}/kT}.
\label{eq:def}
\end{equation}
The activation barrier is the local slope of a Richardson plot,
\begin{equation}
\varphi_{\rm act}=-\frac{d\ln(J_s/T^2)}{d\beta}.
\label{eq:act}
\end{equation}
They agree for a uniform, temperature-independent barrier, but not for a distribution.

\section{Current through one patch}

An electron at the barrier top with momentum $\mathbf p$ has energy $\varphi+p^2/2m$ above the Fermi level. For $\varphi\gg kT$ its occupation is $e^{-\varphi/kT}e^{-p^2/2mkT}$. With two spin states per phase-space volume $h^3$, the one-way current density is
\begin{equation}
J_\rightarrow=\frac{2q}{h^3}e^{-\varphi/kT}
\int dp_x\,dp_y\,e^{-(p_x^2+p_y^2)/2mkT}
\int_0^\infty dp_z\,\frac{p_z}{m}e^{-p_z^2/2mkT}.
\label{eq:flux}
\end{equation}
The transverse integral is $2\pi mkT$. In the last integral put $w=p_z^2/2m$, so that $dw=p_z\,dp_z/m$; its value is $kT$. Hence
\begin{equation}
J_\rightarrow=A^*T^2e^{-\varphi/kT},\qquad
A^*=\frac{4\pi qmk^2}{h^3}.
\label{eq:A}
\end{equation}
In the expression for $A^*$, $k$ is in joules per kelvin. Bias multiplies the flux from the semiconductor by $e^{qV/kT}$ and leaves the opposite flux unchanged. The net current density is
\begin{equation}
J(\varphi,V)=A^*T^2e^{-\varphi/kT}\left(e^{qV/kT}-1\right).
\label{eq:patch}
\end{equation}
This assumes that the semiconductor supplies electrons to the barrier top fast enough to keep them in equilibrium with its interior. It also neglects tunnelling and series resistance.

\section{The apparent barrier}

Patches in parallel have the same voltage, and their currents add in proportion to area. The bias factor in \eqref{eq:patch} is common to all patches, so
\begin{equation}
J_s=A^*T^2\int P(\varphi)e^{-\varphi/kT}\,d\varphi .
\label{eq:average}
\end{equation}
Extend the integral over the whole real axis for now, and let $x=\varphi-\bar\varphi$. The exponent is
\begin{align}
-\frac{\bar\varphi+x}{kT}-\frac{x^2}{2\sigma^2}
&=-\frac{\bar\varphi}{kT}-\frac{1}{2\sigma^2}
\left(x^2+\frac{2\sigma^2x}{kT}\right)\nonumber\\
&=-\frac{\bar\varphi}{kT}+\frac{\sigma^2}{2(kT)^2}
-\frac{1}{2\sigma^2}\left(x+\frac{\sigma^2}{kT}\right)^2.
\label{eq:square}
\end{align}
The last term is a normalized Gaussian once the prefactor of \eqref{eq:P} is included, and integrates to one. Therefore
\begin{equation}
J_s=A^*T^2\exp\!\left[-\frac{\bar\varphi}{kT}
+\frac{\sigma^2}{2(kT)^2}\right].
\label{eq:J}
\end{equation}
Equating the exponent to $-\varphi_{\rm ap}/kT$ and multiplying by $-kT$ gives
\begin{equation}
\boxed{\varphi_{\rm ap}=\bar\varphi-\frac{\sigma^2}{2kT}.}
\label{eq:main}
\end{equation}

The shifted square in \eqref{eq:square} also shows where the current flows. Weighted by current, the barriers have the same standard deviation $\sigma$ but are centred at
\begin{equation}
\varphi_*=\bar\varphi-\frac{\sigma^2}{kT}.
\label{eq:star}
\end{equation}
By symmetry, half the current passes through barriers below $\varphi_*$. These occupy an area fraction $\Phi(-s)$, where $\Phi$ is the cumulative standard normal distribution.

The apparent barrier lies above $\varphi_*$ because low patches are rare. Substituting $\bar\varphi=\varphi_*+\sigma^2/kT$ in \eqref{eq:J} gives
\begin{equation}
J_s=A^*T^2\,e^{-s^2/2}\,e^{-\varphi_*/kT}.
\label{eq:rare}
\end{equation}
The factor $e^{-s^2/2}$ is $P(\varphi_*)/P(\bar\varphi)$, the rarity of the dominant barriers relative to the mean one.

\section{What a Richardson plot gives}

From \eqref{eq:J},
\begin{equation}
\ln\frac{J_s}{T^2}=\ln A^*-\bar\varphi\beta+\frac{\sigma^2\beta^2}{2},
\label{eq:plot}
\end{equation}
with $J_s/T^2$ and $A^*$ expressed in the same unit. Differentiation gives
\begin{equation}
\varphi_{\rm act}=\bar\varphi-\sigma^2\beta
=\bar\varphi-\frac{\sigma^2}{kT}=\varphi_*.
\label{eq:slope}
\end{equation}
The lowering is twice that in \eqref{eq:main}. The reason is that $\varphi_{\rm ap}$ itself changes with temperature: from \eqref{eq:def}, $\varphi_{\rm act}=d(\beta\varphi_{\rm ap})/d\beta=\varphi_{\rm ap}+\beta\,d\varphi_{\rm ap}/d\beta$, and the second term is another $-\sigma^2\beta/2$.

The tangent to \eqref{eq:plot} at $\beta_0$, continued to $\beta=0$, has intercept
\begin{equation}
\ln A_{\rm tan}=\ln A^*-\bar\varphi\beta_0+\frac{\sigma^2\beta_0^2}{2}
+\beta_0(\bar\varphi-\sigma^2\beta_0)
=\ln A^*-\frac{\sigma^2\beta_0^2}{2}.
\label{eq:tan}
\end{equation}
Thus the low slope comes with a Richardson constant reduced by the rarity factor of \eqref{eq:rare}. If $A^*$ is known independently, $\varphi_{\rm ap}$ can be plotted against $1/(2kT)$. By \eqref{eq:main} this is a straight line with intercept $\bar\varphi$ and slope $-\sigma^2$.

Temperature drift of the mean breaks that construction. Let $\bar\varphi=\varphi_0-\alpha T$. Since $\alpha T\beta=\alpha/k$, equation \eqref{eq:plot} becomes
\begin{equation}
\ln\frac{J_s}{T^2}=\ln A^*+\frac{\alpha}{k}
-\varphi_0\beta+\frac{\sigma^2\beta^2}{2}.
\label{eq:drift}
\end{equation}
The tangent constant is multiplied by $e^{\alpha/k}$, and the slope becomes $\varphi_0-\sigma^2/kT$. The plot of $\varphi_{\rm ap}$ against $1/(2kT)$ is then curved, because it contains the term $-\alpha T$. Over a limited range the curvature can be slight while the fitted slope and intercept are far off.

Bias dependence can be treated similarly. A fixed distribution preserves the factor $e^{qV/kT}-1$, so the ideality factor $n$ is one. Suppose instead that $\bar\varphi=\bar\varphi_0+aqV$ and $\sigma^2=\sigma_0^2-bqV$, with $b$ an energy. For $qV\gg kT$, $\ln J$ contains $[qV-\varphi_{\rm ap}(V)]/kT$. Defining $n$ by $d\ln J/dV=q/(nkT)$ gives
\begin{equation}
\frac1n=1-\frac{d\varphi_{\rm ap}}{d(qV)}=1-a-\frac{b}{2kT}.
\label{eq:n}
\end{equation}
A distribution that narrows under forward bias ($b>0$) therefore has an ideality factor that grows on cooling, within this linear model.

\section{A worked contact}

Take rough values in the regime of a noble-metal contact to amorphous In--Ga--Zn--O: $\bar\varphi=0.95$ eV, $\sigma=0.07$ eV, $m=0.34\,m_e$, relative permittivity 10, donor density $N=10^{17}$ cm$^{-3}$ and mobility $\mu=10$ cm$^2$/Vs. Equation \eqref{eq:A} gives $A^*=40.9$ A/(cm$^2$K$^2$).

At 300 K, $kT=0.02585$ eV and
\begin{equation}
\frac{\sigma^2}{2kT}=\frac{(0.07)^2}{2(0.02585)}\ {\rm eV}=0.0948\ {\rm eV}.
\end{equation}
The apparent barrier is $0.950-0.095=0.855$ eV, while the activation barrier is $0.950-0.190=0.760$ eV. The current density $J_s$ is $1.58\times10^{-8}$ A/cm$^2$, against $4.04\times10^{-10}$ A/cm$^2$ for a uniform barrier at the mean, a ratio of 39. Half the current uses 0.34\% of the area.

Direct integration of the distribution, restricted to positive barriers, gives
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $\varphi_{\rm ap}$ (eV) & $\varphi_{\rm act}$ (eV) & $A_{\rm tan}$ (A/cm$^2$K$^2$)\\
250 & 0.836 & 0.723 & 0.21\\
300 & 0.855 & 0.760 & 1.05\\
350 & 0.869 & 0.788 & 2.76\\
400 & 0.879 & 0.808 & 5.20
\end{tabular}
\end{center}
A single line fitted to seven points evenly spaced in $T$ between 250 and 400 K gives a barrier of 0.766 eV and a constant of 1.39 A/(cm$^2$K$^2$). Neither is the mean barrier or the true constant. Plotting the same ideal data as $\varphi_{\rm ap}$ against $1/(2kT)$ returns 0.950 eV and 0.070 eV.

For a drift $\alpha=0.2$ meV/K, with the mean held at 0.95 eV at 300 K, $\varphi_0=1.01$ eV. The slope at 300 K rises to 0.820 eV and the tangent constant is multiplied by 10.2, to 10.7 A/(cm$^2$K$^2$); it would equal $A^*$ for $\alpha=ks^2/2\simeq0.32$ meV/K. With $\alpha=0.2$ meV/K, a line through $\varphi_{\rm ap}$ against $1/(2kT)$ between 250 and 400 K misses the points by at most 2 meV, yet returns about 0.88 eV and 0.038 eV for the mean and $\sigma$. A Richardson constant near its theoretical value therefore does not by itself establish a uniform barrier: drift can offset the reduction in \eqref{eq:tan}.

\section{Limits of the distribution}

\subsection{Cutoff and shape of the tail}

Equation \eqref{eq:P} assigns some area to negative barriers, which lie outside the emission model. Keep $\varphi>0$ and renormalize. The area integral is $\Phi(\bar\varphi/\sigma)$. The current-weighted Gaussian, centred at $\varphi_*$, contributes $\Phi(\varphi_*/\sigma)$. Thus \eqref{eq:J} acquires the factor
\begin{equation}
C=\frac{\Phi(\varphi_*/\sigma)}{\Phi(\bar\varphi/\sigma)}.
\label{eq:cut}
\end{equation}
At 300 K, $\varphi_*$ is $10.9\sigma$ above zero and the correction is negligible. The centre $\varphi_*$ reaches zero at $T=\sigma^2/(k\bar\varphi)=59.9$ K; at 60 K, $C=0.513$. This is a value of the formula only: there $\varphi\gg kT$ fails and tunnelling is no longer small. Without the cutoff, \eqref{eq:main} would eventually become negative on cooling, which signals failure of the assumed tail.

The shape of the tail matters well before that. Consider a uniform distribution of half-width $\sqrt3\sigma$, which has the same mean and standard deviation. With $a=\sqrt3s$,
\begin{equation}
\langle e^{-x/kT}\rangle
=\frac{1}{2\sqrt3\sigma}\int_{-\sqrt3\sigma}^{\sqrt3\sigma}e^{-x/kT}dx
=\frac{\sinh a}{a},
\end{equation}
so the lowering is
\begin{equation}
\bar\varphi-\varphi_{\rm ap}=kT\ln\frac{\sinh a}{a}.
\label{eq:uniform}
\end{equation}
For $a\ll1$, $\sinh a/a\simeq1+a^2/6=1+s^2/2$, and the lowering is again $\sigma^2/2kT$. For $a\gg1$, $\sinh a\simeq e^a/2$, and it becomes $\sqrt3\sigma-kT\ln(2a)$: the apparent barrier approaches the lowest one present. At 300 K our example has $s=2.71$. The uniform distribution gives a lowering of 63 meV, the Gaussian 95 meV. The mean and variance alone do not fix the answer when $\sigma$ exceeds $kT$.

\subsection{A finite number of patches}

For $M$ independent patches of equal area, let $w=e^{-\varphi/kT}$. Replacing $1/kT$ by $2/kT$ in the Gaussian average gives $\langle w^2\rangle=e^{-2\bar\varphi/kT+2s^2}$, while $\langle w\rangle^2=e^{-2\bar\varphi/kT+s^2}$. Their ratio is $e^{s^2}$. The variance of a mean is the single-patch variance divided by $M$, so the relative scatter between devices is
\begin{equation}
\frac{\delta J_s}{J_s}=\sqrt{\frac{e^{s^2}-1}{M}}.
\label{eq:scatter}
\end{equation}
Here $\delta J_s$ is a standard deviation and $J_s$ the average over devices.

The mean current needs patches about $s$ standard deviations below $\bar\varphi$. The exponential part of their expected number is $Me^{-s^2/2}$, which falls to one at
\begin{equation}
s=\sqrt{2\ln M}.
\label{eq:sample}
\end{equation}
This is an estimate of where sampling fails, since algebraic factors were dropped. A diode 300 $\mu$m square with patches 300 nm wide has $M=10^6$, and \eqref{eq:sample} gives 155 K; keeping the full tail, $M\Phi(-s)=1$ is reached at 171 K.

At 300 K the relative scatter is 0.039, equivalent to $kT\times0.039\simeq1$ meV in barrier. At 200 K it is 3.8, yet the median apparent barrier of 40 randomly drawn diodes is 0.810 eV, only 2 to 3 meV above \eqref{eq:main} (such a median varies by about 0.7 meV between draws). The variance is governed by $w^2$, whose weighted distribution is centred at $2s$, not $s$, standard deviations below the mean. It thus reflects exceptional patches that most diodes lack. At 150 K the median is 0.771 eV in this draw, uncertain by about 2 meV, against 0.760 eV from the formula: the typical diode now lacks part of the required tail.

\section{Limits of the transport model}

\subsection{Band bending and wide patches}

Let $\xi$ be the height of the bulk conduction-band edge above the Fermi level. A patch has zero-bias band bending $U=\varphi-\xi$. In the depletion approximation its width and maximum field are
\begin{equation}
W=\sqrt{\frac{2\epsilon U}{q^2N}},\qquad F=\frac{2U}{qW},
\label{eq:dep}
\end{equation}
where $\epsilon$ is the permittivity and $U$ is in joules. At 300 K, $\xi=0.101$ eV; the mean patch has $W=97$ nm and $F=0.175$ MV/cm. The ratio of $N$ to the effective density of states is 0.020, so the bulk is nondegenerate. The dominant patch reaches flat band at 0.66 V. Since much of the current uses still lower barriers, the bias should remain at least a few times $\sigma/q$ below this. That is necessary but not sufficient: at this doping and mobility the spreading resistance under a 300 nm patch on a thick layer, about $8\times10^{-5}\ \Omega$\,cm$^2$, limits the lowest patches first. It lowers the current by less than 1\% at 0.3 V, but by 10 to 20\% at 0.45 V, where it alone gives $n\simeq1.05$ to 1.1.

Neighbouring patches also interact. Let a patch of barrier $\varphi_*$ meet surroundings at $\bar\varphi$ along a straight edge, and let $\Delta=\bar\varphi-\varphi_*$. At lateral distance $x$ inside the patch and depth $z$, the harmonic function equal to one on the patch and zero outside is $1-\pi^{-1}\arctan(z/x)$. The potential energy relative to the bulk band edge is therefore
\begin{equation}
E_c=U\left(1-\frac zW\right)^2
-\Delta\left[1-\frac1\pi\arctan\frac zx\right],
\end{equation}
where $U$ and $W$ belong to the mean barrier. The second term should vanish at the depletion edge, and here it does not; enforcing this would add about $\Delta/(2W)$ to the slope at the interface, which is small beside $\Delta/(\pi x)$ for $x\ll W$ and is neglected. The slope of $E_c$ at $z=0$ is then $-2U/W+\Delta/(\pi x)$. A positive slope puts a higher maximum inside the semiconductor: the low barrier is pinched off. This occurs for
\begin{equation}
x<x_c=\frac{\Delta W}{2\pi U}.
\label{eq:pinch}
\end{equation}
Here $x_c=3.4$ nm at 300 K and zero bias. Forward bias replaces $U$ by $U-qV$, and since $W/U\propto U^{-1/2}$ the strip widens, to 4.3 nm at 0.3 V; letting the depletion edge adjust raises these values to about 3.7 and 4.9 nm. Removing a 3.4 nm strip from all four sides of a 300 nm patch costs 4.5\% of its area, or 1.2 meV in apparent barrier. This estimate is for a sharp barrier top at $z=0$ and pure emission. When image force moves the top into the semiconductor, or when supply depends on the field (next subsection), the term $\Delta/(\pi x)$ acts well beyond $x_c$; the effective lost width is then about 9 to 10 nm, or 3 to 4 meV. Patches narrower than about $4x_c$ (a strip) to $6x_c$ (a square or disc) are pinched off even at their centre and would not conduct independently, and \eqref{eq:average} could not be used with their interface barriers.

\subsection{Image force, tunnelling and slow supply}

Near the interface the field and image energies are $-qFz-q^2/(16\pi\epsilon z)$. Setting the derivative to zero gives $z^2=q/(16\pi\epsilon F)$, and substitution gives a barrier lowering $\sqrt{q^3F/(4\pi\epsilon)}$. For the dominant patch this is 47 meV at 300 K, with the static permittivity used in the image term; a relative permittivity of 4 in that term would give about 75 meV.

For tunnelling at energy $E$ above the bulk band edge, put $e=E/U$ and $u=1-z/W$. The WKB exponent is
\begin{align}
S&=\frac{2W\sqrt{2mU}}{\hbar}\int_{\sqrt e}^1\sqrt{u^2-e}\,du\nonumber\\
&=\frac{U}{E_{00}}\left[\sqrt{1-e}
-e\ln\frac{1+\sqrt{1-e}}{\sqrt e}\right],\quad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\epsilon}}.
\label{eq:wkb}
\end{align}
Adding electrons with transmission $e^{-S}$ below the top to those passing over it multiplies the current by $1+\int_0^U e^{(U-E)/kT-S(E)}dE/kT$. For the dominant patch the equivalent lowering is 28 meV at 300 K, although $E_{00}=3.2$ meV is well below $kT$. This WKB figure takes unit transmission at and above the top. The energy scale near the top, $(\hbar qF)^{2/3}/(2m)^{1/3}\simeq30$ meV, is comparable with $kT$, and quantum reflection at an abrupt metal interface can cancel most or all of this lowering, depending on the metal.

Slow transport to the interface acts in the opposite direction. With electron Fermi level $E_F(z)$ and effective density of states $N_c$, the particle flux towards the interface is $(\mu/q)N_ce^{(E_F-E_c)/kT}dE_F/dz$. Multiplication by $e^{E_c/kT}$ and integration across the depletion layer gives a supply velocity
\begin{equation}
v_d=\frac{\mu kT/q}{\int_0^W e^{[E_c(z)-E_c(0)]/kT}dz}\simeq\mu F,
\label{eq:vd}
\end{equation}
where the last form takes the field as constant over the first few $kT$ of band bending. Writing $A^*T^2=qN_cv_R$ gives the emission velocity $v_R=\sqrt{kT/2\pi m}$. Supply and emission are in series, so the current is divided by $1+v_R/v_d$. For the dominant patch at 300 K, $v_R=4.6\times10^6$ cm/s and $v_d=1.5\times10^6$ cm/s, raising the apparent barrier by $kT\ln(1+v_R/v_d)=36$ meV.

These three shifts are separate zero-bias estimates and should not simply be added, since image force rounds the barrier top that electrons tunnel through and diffuse up to. At 300 K image force and WKB tunnelling together lower the barrier by about 59 meV, not 75 meV (roughly 15 to 35 meV once quantum reflection is included, depending on the model of the metal), and the rounded top raises the supply shift from 36 to about 45 meV. Forward bias weakens the field: at 0.3 V the supply shift of the unrounded barrier is about 43 meV, which alone gives $n\simeq1.03$. The mobility implies a mean free path $(\mu m/q)\sqrt{3kT/m}\simeq0.4$ nm, shorter than $kT/qF=1.7$ nm and than the 1.5 nm distance to the image maximum, so the image and tunnelling figures indicate sizes only. For the real oxide contact, pure emission is thus the doubtful assumption at this mobility. With $\mu$ held fixed, the supply shift grows from 29 meV at 250 K to 52 meV at 400 K. The ideal apparent barrier rises by 43 meV over the same interval; adding this effect alone makes the rise 66 meV. An end-to-end fit to \eqref{eq:main} would then overestimate $\sigma^2$ by a factor of about 1.5, giving $\sigma\simeq0.09$ eV instead of 0.07 eV. The film must also be thicker than the 97 nm depletion width for \eqref{eq:dep} to apply, a condition that thin oxide layers can violate. The patch width was chosen, not inferred from a real interface. The numerical output lists the shifts at 250, 300 and 400 K.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mean barrier 0.950 eV, sigma 0.070 eV
mass 0.34 m_e, rel. permittivity 10
donors 1.0e+17 cm^-3, mobility 10 cm2/Vs
Richardson constant A* = 40.86 A/(cm2 K2)
T (K), kT (meV), sigma/kT, apparent (eV), slope (eV), tangent A (A/cm2K2)
250, 21.54, 3.249, 0.8363, 0.7226, 0.208
300, 25.85, 2.708, 0.8552, 0.7605, 1.045
350, 30.16, 2.321, 0.8688, 0.7875, 2.764
400, 34.47, 2.031, 0.8789, 0.8078, 5.197
300 K: lowering sigma^2/2kT = 94.8 meV
300 K: J_s uniform at mean 4.039e-10 A/cm2
300 K: J_s distributed 1.579e-08 A/cm2, ratio 39.1
300 K: current-weighted mean 0.7605 eV, sd 0.0700 eV
300 K: area below it 3.39e-03, current share 0.500
Richardson line 250-400 K, 7 points: barrier 0.7657 eV
Richardson line: constant 1.389 A/(cm2 K2)
apparent vs 1/2kT: mean 0.9500 eV, sigma 0.0700 eV
dominant barrier reaches zero at 59.9 K
cutoff factor at 60 K: 0.513
300 K: dominant barrier is 10.9 sigma above zero
300 K: lowering for uniform distribution 63.4 meV
drift 0.2 meV/K: slope at 300 K 0.8205 eV
drift: Richardson constant multiplied by 10.2
diode side 300 um, patch side 300 nm, patches 1.0e+06
sampling limit sigma/kT = sqrt(2 ln M) at 155 K
T (K), relative scatter, formula (eV), median of 40 drawn diodes (eV)
150, 2.33e+03, 0.7605, 0.7713
200, 3.82, 0.8078, 0.8097
300, 0.0391, 0.8552, 0.8550
300 K: band edge 0.101 eV above Fermi level, N/Nc = 0.020
mean patch: depletion 96.9 nm, field 0.175 MV/cm
mean patch: image lowering 50.2 meV; E00 = 3.18 meV
300 K: flat-band bias of dominant patch 0.659 V
dominant patch: T (K), image, tunnelling, diffusion shifts (meV)
250, -46.9, -28.6, +28.8
300, -47.2, -27.5, +36.2
400, -47.1, -25.9, +52.2
300 K velocities: emission 4.61e+06, diffusion 1.51e+06 cm/s
300 K: pinched edge strip 3.44 nm, patch area lost 4.5 %
300 K: barrier rise from lost area 1.20 meV
\end{verbatim}
